# Zero-Point Displacement of a 1 THz Ferroelectric Soft Mode: a numerical check

```python
"""Zero-point displacement of a soft mode.

Result under test: a harmonic coordinate u of mass m and angular frequency
omega has ground-state rms displacement s = 1/sqrt(2 m omega) (hbar = 1).
For m = 20 daltons and omega = 2 pi * 1 THz this is near 0.16 angstrom.
Also sized: temperature, dispersion of the phonon branch, quartic
confinement, and the ground state of a one-cell double well.
Internal units are atomic units; printed units are angstrom, eV and K.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

ANG = const.physical_constants["Bohr radius"][0] * 1e10
EV = const.physical_constants["Hartree energy in eV"][0]
HARTREE_J = const.physical_constants["Hartree energy"][0]
DALTON = const.atomic_mass / const.m_e
THZ = const.h * 1e12 / HARTREE_J        # hbar*omega of 1 THz, in hartree
KELVIN = const.k / HARTREE_J            # k_B * 1 K, in hartree

# Inputs: rough typical sizes for a titanate perovskite
mass_da, freq_thz, top_thz = 20.0, 1.0, 5.0
warm_thz, cold_k, warm_k = 2.7, 4.0, 300.0
offcentre_ang, depth_ev = 0.15, 0.02
ti_da, oxygen_da = 47.87, 16.00

mass = mass_da * DALTON
omega = freq_thz * THZ
offcentre = offcentre_ang / ANG
depth = depth_ev / EV


def rms_zero_point(m, w):
    return 1 / np.sqrt(2 * m * w)


s = rms_zero_point(mass, omega)

# Grid Hamiltonian with the sinc-function kinetic energy
n_grid = 241
u = np.linspace(-2.0, 2.0, n_grid) / ANG
du = u[1] - u[0]
diff = np.subtract.outer(np.arange(n_grid), np.arange(n_grid))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(diff) / safe**2)
kinetic = kinetic / (2 * mass * du**2)


def solve(potential):
    return np.linalg.eigh(kinetic + np.diag(potential))


def ground_averages(states):
    c = states[:, 0]
    return c**2 @ u**2, c @ kinetic @ c     # <u^2>, <p^2>/(2m)


# Harmonic ground state: width, energy, turning point, minimum uncertainty
e_har, c_har = solve(0.5 * mass * omega**2 * u**2)
var_har, kin_har = ground_averages(c_har)
turning = np.sqrt(2 * e_har[0] / (mass * omega**2))
assert abs(np.sqrt(var_har) / s - 1) < 1e-6
assert abs(e_har[0] / (omega / 2) - 1) < 1e-6
assert abs(turning / (np.sqrt(2) * s) - 1) < 1e-6
assert abs(2 * mass * kin_har * var_har - 0.25) < 1e-6
assert abs(s * ANG - 0.16) < 0.005

# Reduced mass of the relative coordinate, from a two-body spring problem
m1, m2 = ti_da * DALTON, 3 * oxygen_da * DALTON
reduced = m1 * m2 / (m1 + m2)
spring = 0.01
root = np.sqrt(m1 * m2)
w2, vec = np.linalg.eigh(np.array([[spring / m1, -spring / root],
                                   [-spring / root, spring / m2]]))
relative = vec[0, 1] / np.sqrt(m1) - vec[1, 1] / np.sqrt(m2)
var_pair = relative**2 / (2 * np.sqrt(w2[1]))
s_pair = rms_zero_point(reduced, np.sqrt(spring / reduced))
assert abs(np.sqrt(var_pair) / s_pair - 1) < 1e-9


# Thermal law against a Boltzmann sum over numerical levels
def thermal_factor(w, temp):
    return 1 / np.tanh(w / (2 * KELVIN * temp))


double_k = omega / (2 * KELVIN * np.arctanh(0.5))
level_var = (c_har**2).T @ u**2
for temp in (20.0, double_k):
    weight = np.exp(-(e_har - e_har[0]) / (KELVIN * temp))
    summed = weight @ level_var / weight.sum()
    assert abs(summed / (s**2 * thermal_factor(omega, temp)) - 1) < 1e-5
assert abs(summed / s**2 - 2) < 1e-4


# Phonon branch: fluctuation of one cell
def branch(q_axis, bottom, top, share):
    qs = np.meshgrid(q_axis, q_axis, q_axis, indexing="ij")
    shape = sum(a * (1 - np.cos(q)) / 2 for a, q in zip(share, qs))
    return np.sqrt(bottom**2 + (top**2 - bottom**2) * shape)


def cell_rms(bottom, share, temp=None, n=48):
    q_axis = 2 * np.pi * (np.arange(n) + 0.5) / n
    w = branch(q_axis, bottom, top_thz * THZ, share)
    factor = 1.0 if temp is None else thermal_factor(w, temp)
    return np.sqrt(np.mean(factor / (2 * mass * w)))


isotropic = (1 / 3, 1 / 3, 1 / 3)
chainlike = (0.1, 0.1, 0.8)

# Independent road: explicit springs on a periodic 6 x 6 x 6 lattice
side = 6
cells = side**3
index = np.arange(cells).reshape(side, side, side)
for share in (isotropic, chainlike):
    force = np.eye(cells) * mass * omega**2
    for axis, part in enumerate(share):
        k_bond = part * mass * ((top_thz * THZ)**2 - omega**2) / 4
        partner = np.roll(index, -1, axis=axis)
        for i, j in zip(index.ravel(), partner.ravel()):
            force[i, i] += k_bond
            force[j, j] += k_bond
            force[i, j] -= k_bond
            force[j, i] -= k_bond
    w2_lat, modes = np.linalg.eigh(force / mass)
    w_lat = np.sqrt(w2_lat)
    var_lat = np.sum(modes[0]**2 / (2 * mass * w_lat))
    w_q = branch(2 * np.pi * np.arange(side) / side, omega,
                 top_thz * THZ, share)
    assert abs(var_lat / np.mean(1 / (2 * mass * w_q)) - 1) < 1e-8
    assert abs(w_lat[-1] / (top_thz * THZ) - 1) < 1e-8
    one_mode = np.sqrt(modes[0, 0]**2 / (2 * mass * w_lat[0]))
    assert abs(one_mode / (s / np.sqrt(cells)) - 1) < 1e-6
    coarse, fine = cell_rms(omega, share, n=24), cell_rms(omega, share)
    assert abs(coarse / fine - 1) < 1e-3

s_iso = cell_rms(omega, isotropic)
s_chain = cell_rms(omega, chainlike)
s_cold = cell_rms(omega, isotropic, cold_k)
s_warm_zero = cell_rms(warm_thz * THZ, isotropic)
s_warm = cell_rms(warm_thz * THZ, isotropic, warm_k)
assert s_iso < s and s_chain < s

# Quartic confinement of one isolated cell
quartic = 4 * depth / offcentre**4
e_qua, c_qua = solve(0.5 * mass * omega**2 * u**2 + quartic * u**4 / 4)
var_qua, kin_qua = ground_averages(c_qua)


def stiffness_balance(w):
    return (1 / (4 * mass * w**2) - mass * omega**2 - 3 * quartic * w)


var_gauss = brentq(stiffness_balance, 1e-4 * s**2, s**2)
e_gauss = (1 / (8 * mass * var_gauss) + mass * omega**2 * var_gauss / 2
           + 3 * quartic * var_gauss**2 / 4)
# A Gaussian is only a trial state here: a few per cent is its true error
assert abs(np.sqrt(var_gauss / var_qua) - 1) < 0.03
assert e_qua[0] < e_gauss < 1.03 * e_qua[0]
assert var_qua < var_har

# One-cell double well with minima at +-offcentre and barrier = depth
well = depth * (u**2 / offcentre**2 - 1)**2
e_dw, c_dw = solve(well)
var_dw, kin_dw = ground_averages(c_dw)
slope = 4 * depth * u / offcentre**2 * (u**2 / offcentre**2 - 1)
assert abs(2 * kin_dw / (c_dw[:, 0]**2 @ (u * slope)) - 1) < 1e-5
for var, kin in ((var_qua, kin_qua), (var_dw, kin_dw)):
    assert 2 * mass * kin * var > 0.25
density = c_dw[:, 0]**2
at_centre = density[np.argmin(abs(u))]
at_minimum = density[np.argmin(abs(u - offcentre))]

# The order-of-magnitude claim survives each reduction
for value in (s, s_iso, s_chain, np.sqrt(var_qua)):
    assert 1 / 3 < value / offcentre < 3


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("input frequency", freq_thz, "THz")
show("input mass", mass_da, "dalton")
show("mass in electron masses", mass, "m_e", 5)
show("quantum hbar*omega", omega * EV, "eV")
show("hbar*omega in atomic units", omega, "hartree")
show("s in atomic units", s, "bohr")
show("zero-point rms s", s * ANG, "angstrom")
show("zero-point rms s", s * ANG / 10, "nm", 3)
show("zero-point energy", e_har[0] * EV, "eV")
show("turning point", turning * ANG, "angstrom")
show("misread: 20 electron masses",
     rms_zero_point(mass_da, omega) * ANG, "angstrom", 3)
show("misread: omega = 1e12 rad/s",
     rms_zero_point(mass, omega / (2 * np.pi)) * ANG, "angstrom", 3)
show("Ti mass", ti_da, "dalton")
show("O mass", oxygen_da, "dalton")
show("reduced mass Ti against O3", reduced / DALTON, "dalton")
show("s with that reduced mass",
     rms_zero_point(reduced, omega) * ANG, "angstrom", 3)
show("off-centring yardstick (rough)", offcentre_ang, "angstrom")
show("ratio s / off-centring", s / offcentre, "", 3)
show("hbar*omega / k_B", omega / KELVIN, "K", 3)
show("variance doubles at", double_k, "K", 3)
show("cold temperature of use", cold_k, "K")
show("variance factor minus 1, cold",
     thermal_factor(omega, cold_k) - 1, "", 2)
show("branch top", top_thz, "THz")
show("one-cell rms, isotropic branch", s_iso * ANG, "angstrom", 3)
show("one-cell rms, isotropic branch", s_iso * ANG / 10, "nm", 2)
show("one-cell rms, chain-like branch", s_chain * ANG, "angstrom", 3)
show("ratio isotropic / off-centring", s_iso / offcentre, "", 3)
show("ratio chain-like / off-centring", s_chain / offcentre, "", 3)
show("one-cell rms, isotropic, cold", s_cold * ANG, "angstrom", 3)
show("cells in test lattice", cells, "")
show("q=0 mode alone, per cell", one_mode * ANG, "angstrom", 3)
show("warm temperature", warm_k, "K")
show("warm branch bottom (rough)", warm_thz, "THz")
show("warm branch, zero-point rms", s_warm_zero * ANG, "angstrom", 3)
show("warm branch, total rms", s_warm * ANG, "angstrom", 3)
show("well depth per cell (rough)", depth_ev, "eV")
show("quartic coefficient b", quartic * EV / ANG**4, "eV/angstrom^4", 3)
show("rms with quartic, grid", np.sqrt(var_qua) * ANG, "angstrom", 3)
show("rms with quartic, Gaussian",
     np.sqrt(var_gauss) * ANG, "angstrom", 3)
show("ratio quartic rms / off-centring",
     np.sqrt(var_qua) / offcentre, "", 3)
show("double well: ground energy above minima", e_dw[0] * EV, "eV", 3)
show("double well: ground energy / barrier", e_dw[0] / depth, "", 3)
show("double well: first splitting", (e_dw[1] - e_dw[0]) * EV, "eV", 3)
show("double well: density centre/minimum", at_centre / at_minimum, "", 3)
show("double well: rms", np.sqrt(var_dw) * ANG, "angstrom", 3)
print("done: every assertion held")
```

It prints:

```
input frequency: 1 THz
input mass: 20 dalton
mass in electron masses: 36458 m_e
quantum hbar*omega: 0.004136 eV
hbar*omega in atomic units: 0.000152 hartree
s in atomic units: 0.3004 bohr
zero-point rms s: 0.159 angstrom
zero-point rms s: 0.0159 nm
zero-point energy: 0.002068 eV
turning point: 0.2248 angstrom
misread: 20 electron masses: 6.79 angstrom
misread: omega = 1e12 rad/s: 0.398 angstrom
Ti mass: 47.87 dalton
O mass: 16 dalton
reduced mass Ti against O3: 23.97 dalton
s with that reduced mass: 0.145 angstrom
off-centring yardstick (rough): 0.15 angstrom
ratio s / off-centring: 1.06
hbar*omega / k_B: 48 K
variance doubles at: 43.7 K
cold temperature of use: 4 K
variance factor minus 1, cold: 1.2e-05
branch top: 5 THz
one-cell rms, isotropic branch: 0.087 angstrom
one-cell rms, isotropic branch: 0.0087 nm
one-cell rms, chain-like branch: 0.0907 angstrom
ratio isotropic / off-centring: 0.58
ratio chain-like / off-centring: 0.604
one-cell rms, isotropic, cold: 0.087 angstrom
cells in test lattice: 216
q=0 mode alone, per cell: 0.0108 angstrom
warm temperature: 300 K
warm branch bottom (rough): 2.7 THz
warm branch, zero-point rms: 0.0801 angstrom
warm branch, total rms: 0.146 angstrom
well depth per cell (rough): 0.02 eV
quartic coefficient b: 158 eV/angstrom^4
rms with quartic, grid: 0.0703 angstrom
rms with quartic, Gaussian: 0.0688 angstrom
ratio quartic rms / off-centring: 0.468
double well: ground energy above minima: 0.0137 eV
double well: ground energy / barrier: 0.686
double well: first splitting: 0.00625 eV
double well: density centre/minimum: 0.865
double well: rms: 0.117 angstrom
done: every assertion held
```
